\section*{Small principal angles between subspaces in double precision}

\section*{Problem}

Two $p$-dimensional subspaces $\mathcal S_1,\mathcal S_2$ of $\mathbb R^n$ are given by matrices $Q_1,Q_2$ with orthonormal columns, $Q_i^TQ_i=I$. Their principal angles $0\le\theta_1\le\dots\le\theta_p\le\pi/2$ are defined one after another by
\begin{equation}
\cos\theta_k=\max_{u\in\mathcal S_1,\;v\in\mathcal S_2}u^Tv,\qquad |u|=|v|=1,
\label{def}
\end{equation}
where $u$ and $v$ must be orthogonal to the maximizers $u_i$ and $v_i$ found for $i<k$. Angles are in radians. Double precision numbers just below 1 are spaced by $2^{-53}$, and results are rounded to the nearest number.

\begin{enumerate}
\item[(a)] Express the angles through the singular values of $M=Q_1^TQ_2$.
\item[(b)] Below which angle does a correctly rounded cosine carry no information? What is the smallest positive angle that the arccosine of a double can return?
\item[(c)] Find the singular values of $R=Q_2-Q_1(Q_1^TQ_2)$. Use them to build a formula that is accurate for every angle, and state what it requires of the bases.
\item[(d)] Apply the formulas to subspaces of $\mathbb R^{30}$ with angles $10^{-12}$, $10^{-9}$, $10^{-5}$, $0.5$ and $\pi/2-10^{-9}$.
\item[(e)] In a Rayleigh--Ritz calculation, $\mathcal S_1$ is spanned by the $p$ lowest eigenvectors of a symmetric matrix $H$ and $\mathcal S_2$ is the trial space. Bound the error of the sum of Ritz values by the angles.
\item[(f)] Follow the largest angle during inverse subspace iteration for the three lowest states of a harmonic oscillator on a grid, and compare it with a prediction free of cancellation.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Cosines}

Write $u=Q_1a$ and $v=Q_2b$. Orthonormal columns preserve lengths and inner products, so $|a|=|b|=1$ and $u^Tv=a^TMb$. Take the singular value decomposition $M=YCZ^T$ with $C=\mathrm{diag}(c_1\ge\dots\ge c_p\ge0)$, and set $a=Y\alpha$, $b=Z\beta$. Then
\begin{equation}
u^Tv=\sum_i c_i\alpha_i\beta_i\le c_1\sum_i|\alpha_i||\beta_i|\le c_1 ,
\end{equation}
the last step being the Cauchy--Schwarz inequality for unit vectors. The value $c_1$ is reached when $\alpha$ and $\beta$ are both the first unit vector. Orthogonality to these maximizers means $\alpha_1=\beta_1=0$, and the same argument for the remaining terms gives $c_2$, and so on:
\begin{equation}
\cos\theta_k=c_k .
\end{equation}
If singular values coincide, the maximizers are not unique. For any maximizing pair $c_1=a^TMb\le|Mb|\le c_1$, and equality in the first step forces $Mb=c_1a$; the same argument applied to $b^TM^Ta$ gives $M^Ta=c_1b$. The pair can therefore serve as the first singular pair, and the values $c_k$ do not depend on the choice.

A direct grid search over unit vectors in two random planes of $\mathbb R^5$ gives the cosines $0.88199$ and $0.24987$. The singular values agree to these digits.

\subsection*{(b) What the cosine loses}

For small angles $1-\cos\theta\simeq\theta^2/2$. The cosine is rounded to 1 when this difference is less than half the spacing:
\begin{equation}
\frac{\theta^2}{2}<2^{-54}\quad\Longrightarrow\quad \theta<2^{-26.5}\simeq1.05\times10^{-8}.
\end{equation}
All angles in this range are stored as the same number, so no later operation on that number can tell them apart.

The arccosine decreases with its argument. Its smallest positive value on the doubles therefore belongs to the largest double below 1, which is $1-2^{-53}$:
\begin{equation}
\frac{\theta^2}{2}\simeq2^{-53}\quad\Longrightarrow\quad\theta\simeq2^{-26}\simeq1.49\times10^{-8}.
\end{equation}

A computed singular value also carries the rounding errors of the matrix product and of the decomposition. From $\theta=\arccos c$, an error $\delta c$ produces to first order
\begin{equation}
\delta\theta\simeq-\frac{\delta c}{\sin\theta}.
\label{sens}
\end{equation}
The relative error of a small angle is thus about $|\delta c|/\theta^2$. Accuracy fades well before the angle is lost altogether. The first-order formula itself fails once $|\delta c|$ is comparable to $\theta^2/2$.

The expression $\sqrt{1-c^2}$ is no remedy, because it starts from the rounded $c$. For $c=1$ it gives zero, and for the next double below it gives about $2^{-26}$ again.

\subsection*{(c) Sines, and a formula for all angles}

The columns of $R$ are the parts of the columns of $Q_2$ that lie outside $\mathcal S_1$. Since $Q_2^TQ_1=M^T$,
\begin{align}
R^TR&=(Q_2-Q_1M)^T(Q_2-Q_1M)\nonumber\\
&=Q_2^TQ_2-Q_2^TQ_1M-M^TQ_1^TQ_2+M^TQ_1^TQ_1M\nonumber\\
&=I-M^TM-M^TM+M^TM=I-M^TM .
\end{align}
Inserting $M=YCZ^T$ gives $M^TM=ZC^2Z^T$, hence
\begin{equation}
R^TR=Z(I-C^2)Z^T .
\end{equation}
The singular values of $R$ are therefore $s_k=\sqrt{1-c_k^2}=\sin\theta_k$. The largest sine belongs to the smallest cosine, so one list must be reversed before the two are paired.

In exact arithmetic this is the same information as in (a). The difference lies in where the rounding occurs. A small angle changes the entries of $Q_2$ in first order in $\theta$, and the subtraction in $R$ exposes that change directly. The entries of $Q_2$ and $Q_1M$ are at most of order one, so forming $R$ costs an absolute error of a modest multiple of $2^{-53}$ for moderate $n$ and $p$. A singular value moves by no more than the spectral norm of the perturbation of its matrix, so $s_k$ inherits an absolute error of this size. What is recovered is absolute accuracy; the relative error of a small angle still grows as $1/\theta$.

The arcsine has $\delta\theta\simeq\delta s/\cos\theta$ and fails near $\pi/2$ just as the arccosine fails near 0. Both quantities are used in
\begin{equation}
\theta_k=\mathrm{atan2}(s_k,c_k).
\label{atan}
\end{equation}
With $\theta=\arctan(s/c)$, the derivatives are $\partial\theta/\partial s=c/(s^2+c^2)$ and $\partial\theta/\partial c=-s/(s^2+c^2)$. At $s^2+c^2=1$ they give
\begin{equation}
\delta\theta\simeq\cos\theta\,\delta s-\sin\theta\,\delta c,
\qquad |\delta\theta|\lesssim\sqrt{\delta s^2+\delta c^2}.
\end{equation}
The error is bounded at every angle, and each input is suppressed where it would do harm.

It is sufficient that both bases are orthonormal to the accuracy wanted for the angles. The demand is strict for $Q_1$. A fault in $Q_2$, which replaces it by $Q_2G$ with $G$ close to $I$, multiplies both $M$ and $R$ by $G$ from the right; if both the cosines and the sines are separated by much more than the fault, it changes $s_k$ and $c_k$ by the same factor in first order and cancels from their ratio. The cosines of several small angles nearly coincide, and then a relative error of the order of the fault can remain in these angles. If two angles of intermediate size coincide or nearly coincide, the fault splits them into $c(1+e_1),\,c(1+e_2)$ and $s(1+e_1),\,s(1+e_2)$ with $e_1>e_2$ of the order of the fault. The reversed pairing then joins $c(1+e_1)$ with $s(1+e_2)$, which shifts the two angles by about $\mp sc\,(e_1-e_2)$. This is an absolute error of the order of the fault, so in this case $Q_2$ must meet the same demand as $Q_1$. A fault in $Q_1$ does not cancel. Suppose both spaces are the same, with $Q_2=Q$ but $Q_1=(1+\varepsilon)Q$. Then
\begin{equation}
R=Q-(1+\varepsilon)^2Q=-(2\varepsilon+\varepsilon^2)Q ,
\end{equation}
and all sines equal $2\varepsilon+\varepsilon^2$ for $\varepsilon>0$, although the true angles vanish. For $\varepsilon=10^{-7}$ the computed false sine is $2.0000\times10^{-7}$.

\subsection*{(d) Prescribed angles}

Let $F_1,F_2$ be $30\times5$ blocks with orthonormal and mutually orthogonal columns, and let $Y_0,Z_0$ be random orthogonal $5\times5$ matrices. Set
\begin{equation}
Q_1=F_1Y_0,\qquad Q_2=(F_1\cos\Theta+F_2\sin\Theta)Z_0 ,
\end{equation}
with $\Theta$ the diagonal matrix of the prescribed angles. Then $Q_1^TQ_2=Y_0^T\cos\Theta\,Z_0$ has the desired singular values. Storing the matrices in double precision shifts the angles slightly, so the reference is a 50-digit calculation for the stored matrices. The three small angles come out as follows.

\begin{center}
\begin{tabular}{llll}
reference & arccos & atan2 & atan2 error\\
\hline
$9.99993\times10^{-13}$ & $0$ & $9.99979\times10^{-13}$ & $1.4\times10^{-17}$\\
$1.00000004\times10^{-9}$ & $0$ & $1.00000002\times10^{-9}$ & $1.6\times10^{-17}$\\
$1.000000\times10^{-5}$ & $1.000007\times10^{-5}$ & $1.000000\times10^{-5}$ & $4.2\times10^{-17}$
\end{tabular}
\end{center}

For the first two angles the computed cosines exceed 1 by $2\times2^{-53}$. They were cut back to 1 before the arccosine was taken, which explains the zeros. The atan2 formula determines the smallest angle with a relative error of $1.4\times10^{-17}/10^{-12}=1.4\times10^{-5}$.

For the third angle the cosine is in error by $-6.703\times10^{-16}$. Equation~(\ref{sens}) then predicts
\begin{equation}
\delta\theta\simeq\frac{6.703\times10^{-16}}{10^{-5}}=6.703\times10^{-11},
\end{equation}
which is the error found. Relative to the angle it is $6.7\times10^{-6}$.

At $0.5$ all three routes agree to the printed digits. At $\pi/2-10^{-9}$ the roles are exchanged: the arcsine returns $1.570796327$, while arccos and atan2 return the reference value $1.570796326$.

\subsection*{(e) Angles and Ritz values}

Let $Hv_j=\lambda_jv_j$ with orthonormal $v_j$ and ascending $\lambda_j$, and define $w_j=|Q_2^Tv_j|^2$, the squared length of the projection of $v_j$ on the trial space. Thus $0\le w_j\le1$. The sum of the Ritz values is the trace
\begin{equation}
\mathrm{tr}(Q_2^THQ_2)=\sum_j\lambda_jw_j,\qquad \sum_jw_j=\mathrm{tr}(Q_2^TQ_2)=p .
\end{equation}
With $Q_1=(v_1,\dots,v_p)$, the sum of $w_j$ over $j\le p$ is the sum of all squared entries of $M$, which equals $\sum_k\cos^2\theta_k$. Hence
\begin{equation}
\sum_{j\le p}(1-w_j)=\sum_{j>p}w_j=\sum_k\sin^2\theta_k\equiv S .
\end{equation}
The error of the Ritz sum is
\begin{equation}
E=\sum_j\lambda_jw_j-\sum_{j\le p}\lambda_j
=\sum_{j>p}\lambda_jw_j-\sum_{j\le p}\lambda_j(1-w_j).
\end{equation}
All weights here are non-negative. Replacing the eigenvalues in each sum by their extreme values gives
\begin{equation}
(\lambda_{p+1}-\lambda_p)\,S\le E\le(\lambda_n-\lambda_1)\,S .
\label{ritz}
\end{equation}
The energy error is quadratic in small angles. Like the cosine, the energy stops reporting the convergence of the subspace long before the angles reach their own rounding floor.

\subsection*{(f) Inverse subspace iteration}

Let $H$ be positive definite and let the iteration start from $X_0=V_1A+V_2B$. Here $V_1$ holds the $p$ lowest eigenvectors, $V_2$ the others, and $A$ is assumed invertible. With $\Lambda_1,\Lambda_2$ the corresponding diagonal eigenvalue matrices,
\begin{equation}
H^{-k}X_0=V_1\Lambda_1^{-k}A+V_2\Lambda_2^{-k}B .
\end{equation}
Multiplication from the right by the invertible matrix $A^{-1}\Lambda_1^k$ leaves the spanned space unchanged and turns the basis into
\begin{equation}
V_1+V_2T,\qquad T=\Lambda_2^{-k}BA^{-1}\Lambda_1^k .
\end{equation}
Decompose $T=L\,\mathrm{diag}(\tau_i)\,W^T$ (for $n\ge2p$) and multiply from the right by $W$. The new columns $V_1w_i+\tau_iV_2l_i$, with $w_i,l_i$ the columns of $W,L$, are mutually orthogonal and have length $\sqrt{1+\tau_i^2}$. After normalization their overlap matrix with $V_1$ is $W\,\mathrm{diag}(1/\sqrt{1+\tau_i^2})$. So $\cos\theta=1/\sqrt{1+\tau^2}$, which means
\begin{equation}
\tan\theta_i=\tau_i .
\end{equation}
The smallness of $T$ comes from multiplying by powers of eigenvalue ratios, not from subtracting nearly equal numbers, so the largest $\tau_i$ keeps its relative accuracy. A computed decomposition has an absolute error of order $2^{-53}$ times the largest $\tau_i$, so much smaller $\tau_i$ need not keep theirs; only the largest is used below. The entries of $T$ are those of $BA^{-1}$ times $(\lambda_j/\lambda_i)^k$ with $j\le p<i$. The slowest factor per step is $\lambda_p/\lambda_{p+1}$, and it governs the largest angle at late steps if its entry in $BA^{-1}$ is not zero.

The oscillator has unit mass and frequency in Hartree atomic units. On 41 points from $-6$ to $6$ bohr with spacing $h=0.3$ bohr, the three-point formula for the kinetic energy gives diagonal elements $1/h^2+x^2/2$ and neighbour elements $-1/(2h^2)$. The lowest four eigenvalues of this matrix are $0.497171$, $1.485791$, $2.462860$ and $3.428166$ hartree, and the highest is $36.1199$ hartree. The angles refer to the eigenvectors of this grid matrix, so they do not measure the discretization error. For $p=3$ and a random start, the largest angle is:

\begin{center}
\begin{tabular}{lllll}
step & arccos & atan2 & from $T$ & computed $E$ (hartree)\\
\hline
20 & $1.2787\times10^{-3}$ & $1.2787\times10^{-3}$ & $1.2787\times10^{-3}$ & $1.578\times10^{-6}$\\
40 & $1.7154\times10^{-6}$ & $1.7152\times10^{-6}$ & $1.7152\times10^{-6}$ & $2.84\times10^{-12}$\\
60 & $2.98\times10^{-8}$ & $2.3008\times10^{-9}$ & $2.3008\times10^{-9}$ & $1.8\times10^{-15}$\\
80 & $2.98\times10^{-8}$ & $3.088\times10^{-12}$ & $3.086\times10^{-12}$ & $8.9\times10^{-16}$
\end{tabular}
\end{center}

At steps 60 and 80 the arccosine returns $2.98\times10^{-8}$, which is the angle of a cosine four spacings below 1, since $\sqrt{2\times4\times2^{-53}}=2.98\times10^{-8}$. That the two values agree is an accident of rounding. Once the true angle is far below $10^{-8}$, the arccosine jumps between zero and a few $10^{-8}$, and it no longer reports the convergence. The atan2 values continue to fall. From step 40 to step 80 they contract by $0.71843$ per step, against the eigenvalue ratio $2.462860/3.428166=0.71842$.

At step 20 the largest angle gives $S\simeq(1.2787\times10^{-3})^2=1.635\times10^{-6}$. The bounds (\ref{ritz}) are then $0.9653\,S=1.578\times10^{-6}$ and $35.62\,S=5.825\times10^{-5}$ hartree. The computed error agrees with the lower bound to the printed digits. Equality there requires that weight has moved only from state $p$ to state $p+1$, which is the mixing that decays most slowly.

At step 80 the upper bound is $3.4\times10^{-22}$ hartree, far below the spacing $8.9\times10^{-16}$ hartree of doubles near the Ritz sum. At step 60 it is $35.62\,(2.3008\times10^{-9})^2\simeq1.9\times10^{-16}$ hartree, also below that spacing. The tabulated $E$ at both steps is therefore rounding noise, while even at step 80 the angle is still known to about three digits. The numerical check compares the atan2 angle with the prediction from $T$ at all four steps, with a tolerance of $3\times10^{-13}$ plus $10^{-10}$ times the predicted angle; the three-digit agreement at step 80 is read from the table.

\section*{Computed values}
\begin{verbatim}
Planes in R^5, cosines by search: [0.88199 0.24987]
Planes in R^5, cosines by SVD:    [0.88199 0.24987]
Spacing of doubles below 1: 1.1102e-16
Cosine rounds to 1 below angle: 1.0537e-08 rad
Smallest positive arccos of a double: 1.4901e-08 rad
Prescribed angles: n = 30, p = 5; all angles in rad
Angle 1: target 1.000000000e-12, 50-digit 9.999929081e-13
  arccos 0.000000000e+00, arcsin 9.999791160e-13
  atan2 9.999791160e-13, atan2 error 1.4e-17
Angle 2: target 1.000000000e-09, 50-digit 1.000000035e-09
  arccos 0.000000000e+00, arcsin 1.000000019e-09
  atan2 1.000000019e-09, atan2 error 1.6e-17
Angle 3: target 1.000000000e-05, 50-digit 1.000000000e-05
  arccos 1.000006703e-05, arcsin 1.000000000e-05
  atan2 1.000000000e-05, atan2 error 4.2e-17
Angle 4: target 5.000000000e-01, 50-digit 5.000000000e-01
  arccos 5.000000000e-01, arcsin 5.000000000e-01
  atan2 5.000000000e-01, atan2 error 0.0e+00
Angle 5: target 1.570796326e+00, 50-digit 1.570796326e+00
  arccos 1.570796326e+00, arcsin 1.570796327e+00
  atan2 1.570796326e+00, atan2 error 0.0e+00
(1 - computed cosine)/spacing, angles 1 and 2: [-2. -2.]
sqrt(1 - c^2), angles 1 and 2: 0.000e+00, 0.000e+00
Angle 3: cosine error -6.703e-16
Angle 3: arccos error 6.703e-11 rad, first-order value 6.703e-11 rad
Same subspace, basis scaled by 1 + 1e-07: false sine 2.0000e-07
Oscillator: 41 points, spacing 0.3 bohr, 3 states
Lowest four eigenvalues (hartree): [0.497171 1.485791 2.46286  3.428166]
Highest eigenvalue: 36.1199 hartree
Step 20: arccos 1.2787e-03, atan2 1.2787e-03, tangent forecast 1.2787e-03 rad
  computed Ritz-sum error 1.578e-06 hartree
  its bounds: 1.578e-06 to 5.825e-05 hartree
Step 40: arccos 1.7154e-06, atan2 1.7152e-06, tangent forecast 1.7152e-06 rad
  computed Ritz-sum error 2.841e-12 hartree
Step 60: arccos 2.9802e-08, atan2 2.3008e-09, tangent forecast 2.3008e-09 rad
  computed Ritz-sum error 1.776e-15 hartree
Step 80: arccos 2.9802e-08, atan2 3.0881e-12, tangent forecast 3.0863e-12 rad
  computed Ritz-sum error 8.882e-16 hartree
  upper bound 3.397e-22 hartree, spacing of doubles at the sum 8.882e-16 hartree
Contraction per step, 40 to 80: 0.71843; eigenvalue ratio: 0.71842
\end{verbatim}
